# Importance sampling of narrow gaps for parts-per-million dielectric breakdown

## Using symmetry to shape the proposal

A block contains $m$ vias in a low-k dielectric, each midway between two metal lines. A misplaced via narrows one gap and widens the other. Failure probability is unchanged if all displacements reverse sign, or if the vias are relabelled. A good sampling density should share these symmetries.

Let $f$ be the density of the placement errors, $h$ the failure probability of a block with given errors, and $g$ the density from which we draw. The variance of the estimate is governed by
$$M_2[g]=\int \frac{f^2h^2}{g}.$$
A symmetry operation $R$ preserves $f$, $h$ and volume, so $M_2[g\circ R]=M_2[g]$. Let $\bar g$ be the average of $g\circ R$ over all the operations. A harmonic mean does not exceed an arithmetic mean, so $1/\bar g$ is at most the average of $1/(g\circ R)$. Hence $M_2[\bar g]\le M_2[g]$: symmetrizing a proposal cannot raise its variance.

If we push one via exponentially towards a line, with density factor $e^{\theta x_j}$, symmetrization replaces this by
$$\frac1m\sum_{j=1}^m\cosh(\theta x_j).$$
The displacement $x_j$ is a length, so the tilt $\theta$ is an inverse length. The rest of this note supplies the normalization, the value of $\theta$ and the diagnostics.

## Failure model

Let $z_0,z_1,\ldots,z_m$ be independent standard normal variables under $f$. The shared overlay error is $z_0$; the others are local. Via $i$ is displaced by
$$x_i=\sigma_gz_0+\sigma_lz_i,\qquad \sigma^2=\sigma_g^2+\sigma_l^2,$$
and has gaps $s_0-x_i$ and $s_0+x_i$. A gap $s$ at voltage $V$ carries the parallel-plate field $E=V/s$, where 1 V/nm is 10 MV/cm. Its lifetime is Weibull distributed with slope $\beta$ and scale
$$\ln\eta(s)=\ln\eta_{\rm ref}-G\left(\sqrt{E}-\sqrt{E_{\rm ref}}\right).$$
This square-root law is an assumption of the model.

One gap survives to time $t$ with probability $\exp[-(t/\eta)^\beta]$. Given the displacements, the gaps fail independently, and the first failure ends the life of the block. Survival probabilities multiply, so their exponents add:
$$H_i=\left[\frac{t}{\eta(s_0-x_i)}\right]^\beta+\left[\frac{t}{\eta(s_0+x_i)}\right]^\beta,\qquad h=1-\exp\Big(-\sum_iH_i\Big).$$
Gaps below 0.1 nm, including closed ones, are evaluated at 0.1 nm, where failure is practically immediate. The target is $P=E_f[h]$.

The example has $s_0=14$ nm, $V=1$ V, $\sigma_g=2$ nm, $\sigma_l=1$ nm, $m=100$, $\beta=1.2$, $G=15\ (\mathrm{cm/MV})^{1/2}$, and $\eta_{\rm ref}=10^6$ h at 4 MV/cm and 378 K. The service time is ten years, 87,600 h. At the nominal gap $E=0.714$ MV/cm, so
$$\ln(\eta/\mathrm h)=13.82+15(2-0.845)=31.14,$$
or $\eta=3.3\times10^{13}$ h. A perfectly placed via is very safe in this model; the danger lies in the tail of the placement errors.

## Weights, error and effective sample size

With $w=f/g$,
$$P=\int fh=\int g\,wh=E_g[wh],$$
provided $g>0$ wherever $fh>0$. For $n$ independent draws, put $Y_k=w_kh_k$ and $\hat P=n^{-1}\sum_kY_k$. Since $E_g[w^2h^2]=E_f[wh^2]=M_2$,
$$\operatorname{Var}\hat P=\frac{M_2-P^2}{n}.$$
Replacing both moments by sample averages and dividing by $\hat P^2$ gives the estimated squared relative error
$$\frac1n\left[\frac{n\sum Y_k^2}{(\sum Y_k)^2}-1\right]
=\frac1{\mathrm{ESS}_Y}-\frac1n,\qquad
\mathrm{ESS}_Y=\frac{(\sum Y_k)^2}{\sum Y_k^2}.$$
The population counterpart of $\mathrm{ESS}_Y/n$ is $\rho=P^2/M_2$.

The more familiar $\mathrm{ESS}_w=(\sum w_k)^2/\sum w_k^2$ does not contain $h$. It describes how well the draws represent ordinary blocks, which is a different question. Nominal sampling has $w=1$ and $\mathrm{ESS}_w=n$, however rarely it meets a failure.

## The one-via tilt

Choose a via $j$ and a sign $\epsilon=\pm1$ at random. Shift $z_0$ by $\epsilon\theta\sigma_g$ and $z_j$ by $\epsilon\theta\sigma_l$. A normal density shifted by $c$, divided by the original, is $e^{cz-c^2/2}$. The two factors multiply to
$$\exp\left[\epsilon\theta(\sigma_gz_0+\sigma_lz_j)-\tfrac12\theta^2(\sigma_g^2+\sigma_l^2)\right]
=e^{\epsilon\theta x_j-\theta^2\sigma^2/2}.$$
Averaging over sign and via gives the hyperbolic cosine. We leave a fraction $\alpha$ of the draws nominal, so that
$$w=\frac{1}{\alpha+(1-\alpha)r},\qquad
r=e^{-\theta^2\sigma^2/2}\frac1m\sum_j\cosh(\theta x_j).$$
The weight uses the whole mixture, not the component that happened to generate the draw.

Why should the two shifts stand in the ratio $\sigma_g:\sigma_l$? For one via and one direction, $h$ depends on $(z_0,z_1)$ through $x_1$ alone. An additional shift $c$ along the perpendicular normal coordinate $y$ multiplies $M_2$ by
$$E_f[e^{-cy+c^2/2}]=e^{c^2/2}e^{c^2/2}=e^{c^2}.$$
It wastes samples unless $c=0$. For many vias we adopt the same ratio as a design rule; its optimality is not proved here.

Two bounds follow. Because $r\ge0$, $w\le1/\alpha$. Thus $M_2\le E_f[h^2]/\alpha$: the second moment is at most $1/\alpha$ times that of nominal sampling. Also, if $X=\max_j|x_j|$, one term of the sum gives $\sum_j\cosh(\theta x_j)\ge e^{\theta X}/2$, whence
$$w\le\frac{2m}{1-\alpha}e^{\theta^2\sigma^2/2-\theta X}.$$
Blocks containing a badly displaced via cannot have large weights, whether the shared or the local error displaced it.

When $\sigma_l=0$, all $x_j$ coincide and the method reduces to a two-sided shift of $z_0$. When $\sigma_g=0$, it tilts one local error and leaves the others nominal.

## Choosing the tilt

The zero-variance density would be $\pi=fh/P$, which contains the unknown $P$. We choose the tilted part $q=fr$ closest to $\pi$ in Kullback–Leibler divergence:
$$D(\theta)=E_\pi\left[\ln\frac{\pi}{q}\right]
=\text{constant}+\frac{\theta^2\sigma^2}{2}
-E_\pi\left[\ln\frac1m\sum_j\cosh(\theta x_j)\right].$$
Differentiation gives
$$\theta\sigma^2=E_\pi\left[
\frac{\sum_jx_j\sinh(\theta x_j)}{\sum_j\cosh(\theta x_j)}\right].$$
The root $\theta=0$ must be rejected. There $D''(0)=\sigma^2-E_\pi[m^{-1}\sum_jx_j^2]$, which is negative when failing blocks have larger mean-square displacements than ordinary ones, so zero is then a local maximum of $D$. Minimizing $D$ over a positive interval avoids it.

For $m=1$ the condition is $\theta\sigma^2=E_\pi[x\tanh(\theta x)]$, close to $E_\pi[|x|]$ when failures lie far out. The tilt then centres the draws near the typical failing displacement.

A pilot run supplies the averages through
$$E_\pi[F]=\frac{E_f[hF]}{E_f[h]}=\frac{E_g[whF]}{E_g[wh]}.$$
With $n=4000$, $\alpha=0.1$ and pilot tilt $1.5\ \mathrm{nm}^{-1}$, $\mathrm{ESS}_Y$ was 198 and the fit gave $2.314\ \mathrm{nm}^{-1}$. Refitting on the next run gave $2.312\ \mathrm{nm}^{-1}$. On that run, no tilt on a grid from 1.7 to 3.1 nm$^{-1}$ in steps of 0.1 had a smaller estimated second moment. The shifts are 4.63 for $z_0$ and 2.31 for the chosen $z_j$, so the chosen via moves by $2(4.63)+2.31=11.57$ nm on average, leaving 2.43 nm.

## Pseudocode, cost and arithmetic

```text
list the failure regions; include each in the proposal
choose alpha, n and a pilot tilt theta

function RUN(theta):
    for k = 1 ... n:
        draw z0, z1, ..., zm as standard normals
        with probability 1 - alpha:
            choose sign e = +1 or -1 and via j uniformly
            z0 += e * theta * sigma_g
            zj += e * theta * sigma_l
        x_i = sigma_g*z0 + sigma_l*z_i       for all i
        h = -expm1(-sum_i H(x_i))
        r = exp(-theta^2*sigma^2/2) * mean_i cosh(theta*x_i)
        w = 1 / (alpha + (1-alpha)*r)
        store Y = w*h, w, x, side of largest |x_i|

RUN(theta); fit theta with weights Y
if the pilot ESS_Y is small: move theta and repeat
RUN(theta) with fresh draws
report mean(Y), sqrt(1/ESS_Y - 1/n), mean(w),
       and ESS_Y separately for each failure region
```

Time is proportional to $nm$: here $4\times10^5$ displacements and twice as many gap lifetimes per run. Draws can be processed in batches, because the estimate and its ESS need just the running sums of $Y$ and $Y^2$. Fitting $\theta$ also needs the displacements of the pilot draws that carry appreciable $Y$.

The function `expm1` prevents cancellation in $1-e^{-H}$ at small $H$. For very large $\theta x_i$, evaluate $\ln r$ by a log-sum-exp formula. Pilot draws should not be pooled with production draws as if one fixed $\theta$ had generated both.

## An independent reference

Given $z_0$, the vias are independent in this model. Define $q_k(z_0)=E[1-e^{-kH_i}\mid z_0]$ for $k=1,2$. Since $h=1-\prod_ie^{-H_i}$,
$$E[h\mid z_0]=1-(1-q_1)^m.$$
Squaring $h$ before averaging gives
$$E[h^2\mid z_0]=1-2(1-q_1)^m+(1-q_2)^m.$$
Integrating the first expression over the normal density of $z_0$ gives $P=7.351$ ppm. This quadrature is the better method for this simple model. Sampling remains applicable when local errors are correlated or $h$ comes from a more elaborate calculation, provided $f/g$ can be evaluated.

One production run gave 7.80 ppm with $\mathrm{ESS}_Y=780$, hence a relative standard error
$$\sqrt{\frac1{780}-\frac1{4000}}=3.2\%.$$
It lies about 1.8 of its standard errors above quadrature. The mean of 100 further runs was 7.367 ppm, 0.2% above the reference; its expected standard error is about $3.3\%/\sqrt{100}=0.33\%$.

The observed spread of single runs was 3.8%, against 3.3% inferred from their ESS. For normally distributed estimates, a standard deviation from 100 runs is itself uncertain by about 7%, so the excess is roughly two standard deviations. Chance is a plausible explanation, though not an established one. The median ESS of 760 agrees with 755 from the pooled second moment. For a single via, where $\rho$ is a one-dimensional integral, the median was 817 and quadrature gave 815.

With $\rho=755/4000=0.189$, a 10% relative error needs
$$n=\frac{1/\rho-1}{0.1^2}\approx430$$
production draws. Counting actual failures among nominal blocks needs $(1-P)/(0.01P)\approx1.4\times10^7$.

## How poor proposals reveal or hide themselves

The table gives medians over 100 runs for the one-via tilt and 30 for each other proposal, all with 4000 draws.

| Proposal | $\hat P$ (ppm) | $\mathrm{ESS}_w$ | $\mathrm{ESS}_Y$ |
|---|---:|---:|---:|
| One-via tilt | 7.35 | 423 | 760 |
| Nominal | 0.10 | 4000 | 7.4 |
| Shared shift | 7.21 | 435 | 243 |
| Overshoot | 4.58 | 1.7 | 3.2 |
| All shifted | 0.30 | 2.8 | 3.6 |
| One-sided tilt | 3.73 | 413 | 768 |

**The weight ESS mostly reports $\alpha$.** When tilted and nominal draws hardly overlap, the $\alpha n$ nominal draws have $w\approx1/\alpha$ and dominate both weight sums. Thus $\sum w\approx n$, $\sum w^2\approx n/\alpha$ and $\mathrm{ESS}_w\approx\alpha n=400$. The three proposals with a 10% nominal share show about this value, wherever their tilted parts point.

**Nominal sampling.** The median estimate is 72 times too small. Its population ESS is 0.038, but a typical run reports 7.4 because it has not seen the rare large contributions. An observed ESS cannot fall below one when some $Y$ is positive, so a value of a few should be read as failure, not as a usable error bar.

**Overshoot.** A two-sided shift of $z_0$ by 8, with no nominal share, moves vias by 16 nm on average, more than the 14 nm gap, so that they run into the line. The relevant failures are then met in the thin lower tail of the draws, and a few large weights dominate.

**Shifting every coordinate.** For one normal coordinate shifted by $b$, the second moment of the weight is
$$\int\frac{\phi(z)^2}{\phi(z-b)}\,dz=\int\phi(z)e^{-bz+b^2/2}\,dz=e^{b^2},$$
where $\phi$ is the standard normal density. A shift $a$ of $z_0$ and $b$ of all $m$ local errors gives $E_g[w^2]=e^{a^2+mb^2}$. With $a=4.49$ and $b=0.5$, the population weight ESS per draw is $10^{-19.6}$. Of these 19.6 decades, 8.8 come from $a$ and 10.9 from $b$: the modest local shift costs more than the large shared one because it is repeated 100 times. This proposal was also one-sided.

**Shifting the shared error alone.** This two-sided proposal looks respectable, but its population ESS is 146, not the typical observed 243. The true relative error of a run is 8.1%, while the typical reported error is 6.2%. A one-via estimate shows the cause. On a failure boundary $\sigma_gz_0+\sigma_lz_j=c$, the main contribution to $P$ minimizes $(z_0^2+z_j^2)/2$, at $z_0=\sigma_gc/\sigma^2$. On the positive side the integrand of $M_2$ has the extra weight $e^{-az_0}$, so we minimize $(z_0^2+z_j^2)/2+az_0$. Substituting $z_j=(c-\sigma_gz_0)/\sigma_l$ and differentiating,
$$z_0-\frac{\sigma_g}{\sigma_l^2}(c-\sigma_gz_0)+a=0
\quad\Longrightarrow\quad
z_0=\frac{\sigma_gc-\sigma_l^2a}{\sigma^2}.$$
In this one-via estimate the second moment comes from a shared error smaller by $a/5=0.90$ and a local error larger by $2a/5=1.80$. For the block of 100 vias the change has the same direction but is smaller: quadrature lowers the mean size of the shared error by about 0.6. Such local outliers are rare in the draws. The one-via tilt supplies them.

**Missing one direction.** The one-sided tilt returns half the answer, with a healthy ESS and a median mean weight of 0.99. On the missed side $w\approx1/\alpha$, so $M_2\approx E_f[h^2]/(2\alpha)$. Its population ESS is thus about $2\alpha$ times the nominal value: $0.2\times0.0383=0.0077$, in agreement with the computed $0.00765$. The visible warning is regional: the median ESS is 763 on the sampled side and 19.5 on the other. The balanced tilt gives 379 and 382. Regional values need not add up to the total ESS.

Even 19.5 is optimistic, since that side receives nominal sampling. A low regional ESS warns that the region's own contribution is poorly determined, which matters unless that contribution is known to be negligible. A high one does not certify that every region is known. Nor would a mirrored one-sided run help by agreeing: by symmetry it also typically returns about $P/2$.

Draws from a proposal $g$ that covers the failures can assess another proposal $g'$ with weight $w'$, because
$$M_2'=E_f[w'h^2]=E_g[ww'h^2].$$
This gave the one-sided population ESS above. For the shared shift it was tested against quadrature, and the second moments agreed within 10%.

## What the probability means physically

In the production run the weighted mean of the narrowest gap at failure was 1.9 nm, corresponding to 5.2 MV/cm. Gaps below 4 nm carried 99% of $P$. Under the square-root law the estimate therefore concerns severe misplacement much more than slow wear-out at 14 nm, where a perfectly placed block fails with probability 0.010 ppm. About 8% of the ten-year failures would occur within the first hour, where an electrical screen might catch them.

The shared error also makes failures cluster. Since $(1-q)^m$ is convex in $q$, Jensen's inequality gives
$$P=1-E[(1-q_1)^m]\le1-(1-E[q_1])^m.$$
Treating vias as independent overestimates $P$ by a factor of 2.0 here. Raising $m$ from 100 to 10,000, with the rest fixed, multiplies $P$ by 15.6 rather than 100, giving about 115 ppm.

The gap, voltage and lifetime parameters are rough values for a via beside a line at advanced interconnect pitch, not a fit to a process. An overlay sigma of 2 nm is wide for the tightest layers. Real production also measures overlay and may rework bad wafers, which breaks the assumption of an unlimited Gaussian tail. Under the square-root law, cutting the shared error at three sigma multiplies $P$ by 0.0061, giving 0.045 ppm. Conversely, a 10% larger overlay sigma multiplies it by 5.6. Overlay control thus matters more here than the 3% sampling error.

Other changes, made one at a time, are smaller:

- A lifetime law linear in $E$, with the same value and slope at 4 MV/cm, multiplies $P$ by 1.8. The modest factor hides a change of cause. A perfectly placed block then fails with probability 4.1 ppm, gaps below 4 nm carry 57% of $P$, and the three-sigma cut multiplies $P$ by 0.42 only, leaving 5.5 ppm. The benefit of overlay control thus depends strongly on the assumed field law.
- Running 10 K hotter, with an activation energy of 0.8 eV, multiplies it by 1.3.
- Field crowding at a round via of radius $R=10$ nm multiplies it by 1.7.

For the last item, take the line as the plane $x=0$ and the via as a cylinder at gap $s$. Opposite line charges at $x=\pm c$, with $c^2=(s+R)^2-R^2$, make both surfaces equipotential. Between them the potential is proportional to $\ln[(c+x)/(c-x)]$. Its slope at $x=s$ is $2c/(c^2-s^2)=c/(Rs)$, so the field there is $V/s$ multiplied by
$$\frac{c}{R\ln[(c+s)/(c-s)]}.$$
This is 1.43 at 14 nm and 1.06 at the mean failing gap.

About 54% of $P$ comes from gaps below 2 nm (fields above 5 MV/cm) and 16% from gaps below 1.5 nm (above 6.7 MV/cm), beyond the 4 MV/cm reference point. At such gaps, liners, roughness and the finite size of a breakdown path may invalidate the assumed lifetime law altogether. The sampling error says nothing about that. The numerical output lists the remaining values.

## Calculated quantities

```
gap 14.0 nm, bias 1.0 V, vias 100
overlay sigma 2.0 nm, local sigma 1.0 nm
Weibull slope 1.2, G 15.0 (cm/MV)^0.5
reference life 1.0e+06 h at 4.0 MV/cm
service time 87600 h, draws per run 4000
nominal field 0.714 MV/cm
nominal life of one gap 3.34e+13 h
P by quadrature 7.351 ppm
pilot tilt 1.5 /nm, pilot ESS(wh) 198
fitted tilt 2.314 /nm, refitted 2.312 /nm
least-variance tilt on grid 2.31 /nm
efficiency relative to it 1.000
shifts: z0 4.627, chosen z_i 2.314
nominal share alpha 0.1
one via: ESS 817, quadrature 815
block: median ESS 760, pooled 755
single run P 7.803 ppm, ESS(wh) 780
single run relative error 3.21 %
single run mean weight 0.994
mean of 100 runs 7.367 ppm
spread seen 3.77 %, from ESS 3.27 %
draws for 10 % error: 430
same by counting failures: 1.36e+07
mean narrowest gap at failure 1.94 nm
field at that gap 5.16 MV/cm
share of P from gaps below 4 nm 99.19 %
medians: P/ppm, mean w, ESS(w), ESS(wh), ESS(+), ESS(-)
one via tilted: 7.35, 0.994, 422.5, 759.6, 378.7, 381.6
nominal: 0.102, 1, 4000.0, 7.4, 11.6, 10.3
shared only: 7.21, 1, 434.6, 242.5, 127.3, 126.1
overshoot a=8: 4.58, 2.44e-05, 1.7, 3.2, 3.0, 2.0
all shifted: 0.3, 0.00101, 2.8, 3.6, 3.6, 0.0
one-sided: 3.73, 0.989, 413.4, 768.0, 762.6, 19.5
shared-only shift of z0 4.491
all shifted: local shift 0.5, log10 of ESS(w)/n -19.6
population ESS(wh) of one run:
shared only 146.1, one-sided 7.65e-03, nominal 3.83e-02
P relative to the model when a neglected effect is put in:
linear-field law 1.787
round via, radius 10.0 nm: 1.659
field boost at nominal gap 1.433, at failing gap 1.064
overlay sigma 10 % larger 5.572
overlay cut at 3 sigma 6.14e-03
10 K above 378 K, 0.8 eV: 1.258
failing within first hour 0.080
10000 vias instead of 100: 15.632
vias wrongly taken as independent 2.027
tunnelling, barrier 3.5 eV: 6.2e-07 A/cm2
```
